# Steric saturation in atomic layer deposition does not imply close packing: a program that tests the result

```python
"""Result under test: a surface saturated with hard disks need not be close packed.
Saturation only requires pi/(6 sqrt 3) < theta <= pi/(2 sqrt 3); irreversible random
adsorption without surface motion jams near theta = 0.547.
theta: covered area fraction; lengths are in disk diameters (d = 1) unless marked nm;
tau: dose = arrivals per disk area, including the arrivals that are blocked;
phi: fraction of the surface on which the centre of a new disk may land."""
import numpy as np
from scipy.integrate import quad
from scipy.spatial import cKDTree, Delaunay

DISK = np.pi / 4
rng = np.random.default_rng(20)


def nearest(points, centres, side):
    """Distance to the nearest disk centre (infinite if it is not below 1)."""
    if len(centres) == 0 or len(points) == 0:
        return np.full(len(points), np.inf)
    tree = cKDTree(centres, boxsize=side)
    return tree.query(points, distance_upper_bound=1.0)[0]


def place(trials, centres, side):
    """Indices of the trials that stick when they arrive in the given order."""
    free = np.flatnonzero(nearest(trials, centres, side) >= 1)
    if free.size == 0:
        return free
    tree = cKDTree(trials[free], boxsize=side)
    pairs = tree.query_pairs(1.0, output_type="ndarray")
    pairs = np.sort(pairs, axis=1)
    pairs = pairs[np.argsort(pairs[:, 0])]
    start = np.searchsorted(pairs[:, 0], np.arange(free.size + 1))
    blocked = np.zeros(free.size, dtype=bool)
    for i in range(free.size):
        if not blocked[i]:
            blocked[pairs[start[i]:start[i + 1], 1]] = True
    return free[~blocked]


def jam(side):
    """Random adsorption continued until no hole is left; centres and arrival doses."""
    size = 0.5
    axis = (np.arange(2 * side) + 0.5) * size
    squares = np.array(np.meshgrid(axis, axis)).reshape(2, -1).T
    corners = np.array([[-1, -1], [-1, 1], [1, -1], [1, 1]])
    centres, doses, clock = np.empty((0, 2)), np.empty(0), 0.0
    while len(squares):
        n = len(squares)
        trials = squares[rng.integers(n, size=n)] + size * (rng.random((n, 2)) - 0.5)
        # Poisson arrivals restricted to the squares that may still contain holes
        times = clock + np.cumsum(rng.exponential(DISK / (n * size**2), n))
        clock = times[-1]
        stuck = place(trials, centres, side)
        centres = np.vstack([centres, trials[stuck]])
        doses = np.append(doses, times[stuck])
        # a square is dropped only if one disk blocks all of it
        squares = squares[nearest(squares, centres, side) + size / np.sqrt(2) >= 1]
        size /= 2
        squares = (squares[:, None, :] + size / 2 * corners).reshape(-1, 2)
        squares = squares[nearest(squares, centres, side) + size / np.sqrt(2) >= 1]
    return centres, doses


def delaunay_cells(centres, sides):
    """Circumradii and areas of the Delaunay triangles of one periodic cell."""
    sides = np.asarray(sides, dtype=float)
    copies = np.vstack([centres + sides * np.array([i, j])
                        for i in (-1, 0, 1) for j in (-1, 0, 1)])
    copies = copies[np.all((copies > -4) & (copies < sides + 4), axis=1)]
    a, b, c = np.moveaxis(copies[Delaunay(copies).simplices], 1, 0)
    u, v = b - a, c - a
    cross = u[:, 0] * v[:, 1] - u[:, 1] * v[:, 0]
    uu, vv = (u**2).sum(axis=1), (v**2).sum(axis=1)
    with np.errstate(all="ignore"):
        shift = np.column_stack([v[:, 1] * uu - u[:, 1] * vv,
                                 u[:, 0] * vv - v[:, 0] * uu]) / (2 * cross[:, None])
        middle = a + shift
        inside = np.all((middle >= 0) & (middle < sides), axis=1)
    return np.hypot(*shift[inside].T), np.abs(cross[inside]) / 2


def check_saturated(centres, sides):
    """Independent proof of saturation; returns coverage and triangle data."""
    radii, areas = delaunay_cells(centres, sides)
    assert len(radii) == 2 * len(centres)
    assert abs(areas.sum() / np.prod(sides) - 1) < 1e-8
    assert radii.max() < 1
    assert areas.min() > np.sqrt(3) / 4 - 1e-9
    assert areas.max() < 3 * np.sqrt(3) / 4
    return len(centres) * DISK / np.prod(sides), radii.max(), areas.min(), areas.max()


def lattice(spacing, columns=12, rows=7):
    cell = spacing * np.array([1, np.sqrt(3)])
    corner = np.array([[i, j] for i in range(columns) for j in range(rows)]) * cell
    points = np.vstack([corner, corner + cell / 2]) + 0.1 * spacing
    return points, cell * np.array([columns, rows])


def adsorb_with_motion(centres, side, steps):
    """Each step: one small random disk move and one arrival; overlaps are refused."""
    n = int(1.45 * side)
    width = side / n            # at most one disk centre fits in a cell
    assert width * np.sqrt(2) < 1 < 2 * width
    around = [[((i + p) % n) * n + (j + q) % n for p in range(-2, 3)
               for q in range(-2, 3)] for i in range(n) for j in range(n)]
    holder = [None] * (n * n)
    disks = [tuple(p) for p in centres.tolist()]

    def cell(x, y):
        return min(int(x / width), n - 1) * n + min(int(y / width), n - 1)

    def fits(x, y, k):
        for m in around[k]:
            other = holder[m]
            if other is not None:
                dx, dy = abs(x - other[0]), abs(y - other[1])
                dx, dy = min(dx, side - dx), min(dy, side - dy)
                if dx * dx + dy * dy < 1:
                    return False
        return True

    for p in disks:
        holder[cell(*p)] = p
    for u, v, w, p, q in rng.random((steps, 5)).tolist():
        k = int(u * len(disks))
        old = disks[k]
        holder[cell(*old)] = None
        new = ((old[0] + 0.3 * (v - 0.5)) % side, (old[1] + 0.3 * (w - 0.5)) % side)
        if fits(*new, cell(*new)):
            disks[k] = new
        holder[cell(*disks[k])] = disks[k]
        new = (p * side, q * side)
        if fits(*new, cell(*new)):
            disks.append(new)
            holder[cell(*new)] = new
    return np.array(disks)


# Limits of saturation, and lattices that realize them
theta_low, theta_hex = np.pi / (6 * np.sqrt(3)), np.pi / (2 * np.sqrt(3))
sparse = check_saturated(*lattice(0.999 * np.sqrt(3)))
dense = check_saturated(*lattice(1.0))
assert theta_low < sparse[0] < 1.003 * theta_low
assert abs(dense[0] - theta_hex) < 1e-9

# Random adsorption to complete jamming
side, boxes = 80, 10
runs = [jam(side) for _ in range(boxes)]
checked = np.array([check_saturated(c, (side, side)) for c, _ in runs])
theta_jam = checked[:, 0].mean()
error = checked[:, 0].std(ddof=1) / np.sqrt(boxes)
assert abs(theta_jam - 0.547) < 0.003   # about five expected standard errors


def coverage(tau):
    return np.mean([(t <= tau).sum() for _, t in runs]) * DISK / side**2


# Plain uniform trials, without any selection of squares
plain, tau_plain = np.empty((0, 2)), 20
remaining = rng.poisson(tau_plain * side**2 / DISK)
while remaining > 0:
    batch = min(remaining, 20000)
    trials = side * rng.random((batch, 2))
    plain = np.vstack([plain, trials[place(trials, plain, side)]])
    remaining -= batch
theta_plain = len(plain) * DISK / side**2
assert abs(theta_plain - coverage(tau_plain)) < 0.008   # scatter of a single box

# Free fraction at low coverage
overlap = quad(lambda r: 2 * np.pi * r * (2 * np.arccos(r / 2)
               - r / 2 * np.sqrt(4 - r * r)), 1, 2)[0]
quadratic = 6 * np.sqrt(3) / np.pi
assert abs(8 * overlap / np.pi**2 - quadratic) < 1e-8
first = round(0.1 * side**2 / DISK)
theta_test = first * DISK / side**2
phi_sampled = np.mean([np.mean(nearest(side * rng.random((20000, 2)), c[:first], side)
                               >= 1) for c, _ in runs])
phi_series = 1 - 4 * theta_test + quadratic * theta_test**2
assert abs(phi_sampled - phi_series) < 0.006   # sampling noise and cubic term

# Slow approach to jamming
gap_early, gap_late = theta_jam - coverage(1e2), theta_jam - coverage(1e4)
exponent = np.log(gap_late / gap_early) / np.log(1e2)
assert abs(exponent + 0.5) < 0.06   # few disks are still missing at the larger dose

# Same disks, but allowed to move
small, steps = 20, 300000
frozen, _ = jam(small)
theta_frozen = check_saturated(frozen, (small, small))[0]
mobile = adsorb_with_motion(frozen, small, steps)
theta_mobile = len(mobile) * DISK / small**2
gaps = cKDTree(mobile, boxsize=small).query(mobile, k=2)[0][:, 1]
assert gaps.min() > 1 - 1e-9
assert theta_frozen + 0.04 < theta_mobile < theta_hex

# Worked example with round model parameters
diameter, metal_density = 0.60, 25.0
footprint = np.pi * diameter**2 / 4
density_jam, density_hex = theta_jam / footprint, theta_hex / footprint
growth_jam, growth_hex = density_jam / metal_density, density_hex / metal_density
# hexagonal packing of spacing s has one disk per area s^2 sqrt(3)/2
apparent = np.sqrt(2 / (np.sqrt(3) * density_jam))
assert abs(apparent / diameter - np.sqrt(theta_hex / theta_jam)) < 1e-12

print(f"lower limit of saturated coverage: {theta_low:.4f}")
print(f"hexagonal coverage (upper limit): {theta_hex:.4f}")
print(f"sparse saturated lattice, spacing 0.999*sqrt(3) d: coverage {sparse[0]:.4f}")
print(f"sparse lattice, largest circumradius: {sparse[1]:.4f} d")
print(f"simulation: {boxes} periodic boxes of side {side} d")
print(f"total number of disks at jamming: {sum(len(c) for c, _ in runs)}")
print(f"random jamming coverage: {theta_jam:.4f}")
print(f"standard error of jamming coverage: {error:.4f}")
print(f"jammed surfaces, largest circumradius: {checked[:, 1].max():.4f} d")
print(f"jammed surfaces, smallest triangle area: {checked[:, 2].min():.4f} d^2")
print(f"jammed surfaces, largest triangle area: {checked[:, 3].max():.4f} d^2")
print(f"allowed triangle areas: {np.sqrt(3)/4:.4f} to {3*np.sqrt(3)/4:.4f} d^2")
print(f"ratio jamming/hexagonal coverage: {theta_jam / theta_hex:.3f}")
print(f"quadratic coefficient of free fraction: {quadratic:.4f}")
print(f"initial slope of Langmuir law with hexagonal limit: {1 / theta_hex:.3f}")
print(f"free fraction at coverage {theta_test:.3f}, sampled: {phi_sampled:.4f}")
print(f"free fraction at coverage {theta_test:.3f}, series: {phi_series:.4f}")
for tau in (1, 10, 100, 1000, 10000):
    print(f"coverage at dose {tau} arrivals per disk area: {coverage(tau):.4f}")
print(f"coverage at dose {tau_plain}, plain trials: {theta_plain:.4f}")
print(f"coverage at dose {tau_plain}, accelerated: {coverage(tau_plain):.4f}")
print(f"late exponent, dose 100 to 10000: {exponent:.3f}")
print(f"mobility control: box side {small} d, {steps} moves and {steps} arrivals")
print(f"mobility control, disks before and after: {len(frozen)}, {len(mobile)}")
print(f"mobility control, coverage before: {theta_frozen:.4f}")
print(f"mobility control, coverage after: {theta_mobile:.4f}")
print(f"example footprint diameter: {diameter:.2f} nm")
print(f"example footprint area: {footprint:.4f} nm^2")
print(f"example film metal density: {metal_density:.1f} nm^-3")
print(f"adsorbate density, random jamming: {density_jam:.3f} nm^-2")
print(f"adsorbate density, hexagonal: {density_hex:.3f} nm^-2")
print(f"growth per cycle, random jamming: {growth_jam:.4f} nm")
print(f"growth per cycle, hexagonal: {growth_hex:.4f} nm")
print(f"diameter inferred by assuming hexagonal packing: {apparent:.3f} nm")
print(f"inferred/true diameter: {apparent / diameter:.3f}")
print(f"inferred/true footprint area: {(apparent / diameter)**2:.3f}")
print("PASS")
```

Running it gives:

```
lower limit of saturated coverage: 0.3023
hexagonal coverage (upper limit): 0.9069
sparse saturated lattice, spacing 0.999*sqrt(3) d: coverage 0.3029
sparse lattice, largest circumradius: 0.9990 d
simulation: 10 periodic boxes of side 80 d
total number of disks at jamming: 44564
random jamming coverage: 0.5469
standard error of jamming coverage: 0.0009
jammed surfaces, largest circumradius: 1.0000 d
jammed surfaces, smallest triangle area: 0.4340 d^2
jammed surfaces, largest triangle area: 1.2971 d^2
allowed triangle areas: 0.4330 to 1.2990 d^2
ratio jamming/hexagonal coverage: 0.603
quadratic coefficient of free fraction: 3.3080
initial slope of Langmuir law with hexagonal limit: 1.103
free fraction at coverage 0.100, sampled: 0.6363
free fraction at coverage 0.100, series: 0.6330
coverage at dose 1 arrivals per disk area: 0.3262
coverage at dose 10 arrivals per disk area: 0.4733
coverage at dose 100 arrivals per disk area: 0.5219
coverage at dose 1000 arrivals per disk area: 0.5386
coverage at dose 10000 arrivals per disk area: 0.5445
coverage at dose 20, plain trials: 0.4896
coverage at dose 20, accelerated: 0.4942
late exponent, dose 100 to 10000: -0.513
mobility control: box side 20 d, 300000 moves and 300000 arrivals
mobility control, disks before and after: 277, 326
mobility control, coverage before: 0.5439
mobility control, coverage after: 0.6401
example footprint diameter: 0.60 nm
example footprint area: 0.2827 nm^2
example film metal density: 25.0 nm^-3
adsorbate density, random jamming: 1.934 nm^-2
adsorbate density, hexagonal: 3.208 nm^-2
growth per cycle, random jamming: 0.0774 nm
growth per cycle, hexagonal: 0.1283 nm
diameter inferred by assuming hexagonal packing: 0.773 nm
inferred/true diameter: 1.288
inferred/true footprint area: 1.658
PASS
```
